\section*{Hot-carrier damage under varying bias from constant-bias data}

\section{What constant-bias data leave open}

\textbf{Q.} A transistor is stressed at a fixed bias $V$, and its damage follows
\begin{equation}
D(t)=\left[A(V)\,t\right]^n ,\qquad D(0)=0 .
\label{eq:const}
\end{equation}
The rate $A$ depends on bias and the exponent $n$ does not. In a circuit the bias changes all the time. Why should these curves say anything about that?

\textbf{A.} By themselves they do not. Let $D$ be the fractional loss of linear drain current, a pure number, so that $A$ is in $1/\mathrm{s}$, and let $n>0$. A fractional loss cannot exceed 1, so the power law is meant only for damage well below that. Here $V$ stands for the whole set of terminal voltages; in the example below it is labelled by the drain voltage. Two rate equations that both reproduce (\ref{eq:const}), and that differ unless $n=1$, are
\begin{align}
\frac{dD}{dt}&=nA^n\,t^{\,n-1}, \label{eq:clock}\\
\frac{dD}{dt}&=R(D,V). \label{eq:state}
\end{align}
The first contains the time since stress began. The second contains present damage and present bias, with $R$ still to be found. A physical assumption must decide between them, and I take (\ref{eq:state}): two devices with equal damage and equal bias degrade at equal rates, however they reached that damage.

I also assume that $A$ follows the bias without lag, and that damage stays put when $A=0$. The last point is separate, because a fresh device held at $A=0$ stays at $D=0$ and cannot reveal whether existing damage would recover.

\section{Finding the rate and integrating it}

\textbf{Q.} You have replaced one unknown by another. What fixes $R$?

\textbf{A.} The constant-bias curves do. For $A>0$ the curve (\ref{eq:const}) rises steadily from zero, so it passes each value $D>0$ once. Taking the power $1/n$ of (\ref{eq:const}) gives the time of passage,
\begin{equation}
D^{1/n}=At\quad\Longrightarrow\quad t=\frac{D^{1/n}}{A}.
\label{eq:passage}
\end{equation}
The slope of the curve is $nA(At)^{n-1}$. Inserting (\ref{eq:passage}) removes the time:
\begin{equation}
R(D,V)=nA(V)\left(D^{1/n}\right)^{n-1}=nA(V)\,D^{\,1-1/n}.
\label{eq:rate}
\end{equation}
This holds at each $D>0$ and each $V$ with $A>0$, so no freedom is left in $R$ there. For $n<1$ the power of $D$ is negative and existing damage slows further damage. For $n=1$ the rate does not depend on $D$.

\textbf{Q.} That was obtained at constant bias. May I insert a bias that varies?

\textbf{A.} Yes, because (\ref{eq:state}) says that the rate knows the present bias and not its past. Consider $D^{1/n}$, which grows linearly at constant bias. By the chain rule, and then (\ref{eq:rate}),
\begin{align}
\frac{d}{dt}D^{1/n}
&=\frac1n D^{\,1/n-1}\frac{dD}{dt}\nonumber\\
&=\frac1n D^{\,1/n-1}\,nA\,D^{\,1-1/n}
=A(V(t)).
\label{eq:linear}
\end{align}
The factors $n$ cancel and the powers of $D$ add to zero. Integrating from a time $\varepsilon>0$ to $t$,
\begin{equation}
D(t)^{1/n}=D(\varepsilon)^{1/n}+\int_\varepsilon^t A(V(t'))\,dt' .
\end{equation}
As $\varepsilon\to0$, continuity gives $D(\varepsilon)\to0$, and therefore
\begin{equation}
D(t)=\left[\int_0^t A(V(t'))\,dt'\right]^n .
\label{eq:main}
\end{equation}

\textbf{Q.} Why not start at $t=0$ directly?

\textbf{A.} For $n<1$ the rate (\ref{eq:rate}) is infinite at $D=0$, although the damage itself is finite and continuous. Starting at $\varepsilon$ avoids evaluating it there.

For $n>1$ the trouble is different: the rate vanishes at $D=0$, so a device could sit at zero damage for any time $t_0$ and then follow $[\int_{t_0}^tA\,dt']^n$ without violating the equation. The constant-bias law selects the right solution, since it says that a fresh device starts to degrade as soon as $A>0$. If $A$ is zero at first, the clock starts when it becomes positive.

\textbf{Q.} And if the device is already damaged?

\textbf{A.} Then (\ref{eq:linear}) is integrated from $D_0>0$. With the exposure $X=\int_0^tA\,dt'$,
\begin{equation}
D=\left(D_0^{1/n}+X\right)^n
=D_0\left(1+\frac{X}{D_0^{1/n}}\right)^n .
\end{equation}
For $X\ll D_0^{1/n}$ the first-order expansion $(1+z)^n\simeq1+nz$ gives $D\simeq D_0+nD_0^{1-1/n}X$. At constant bias $X=At$, and the added damage is the rate (\ref{eq:rate}) at $D_0$ times the elapsed time. The prior damage must be of the same kind as the new damage; otherwise $D$ alone does not describe the state.

\section{Changing from one curve to another}

\textbf{Q.} I would like to see this without a differential equation.

\textbf{A.} Stress the device for $t_1$ at rate $A_1$, then for $t_2$ at rate $A_2$. At the change its damage is $D_1=(A_1t_1)^n$. By the state assumption it continues like a device that reached $D_1$ at the second bias, which would have taken
\begin{equation}
t_{\mathrm{eq}}=\frac{D_1^{1/n}}{A_2}=\frac{A_1t_1}{A_2}.
\end{equation}
The final damage is
\begin{equation}
D=\left[A_2(t_{\mathrm{eq}}+t_2)\right]^n=(A_1t_1+A_2t_2)^n .
\end{equation}
The sum is symmetric, so the order does not matter. A smooth bias is the limit of many short steps. As a test, a linear ramp from 2.2 to 2.8\,V in 5000\,s, with the device parameters given below, was cut into 2000 steps, and the device was moved from curve to curve at equal damage. The result was 7.4414\,\%, and (\ref{eq:main}) gave 7.4414\,\%.

\textbf{Q.} Engineers quote lifetimes, not $A$.

\textbf{A.} Let $\tau(V)$ be the time to a criterion $D_c$ at constant bias. Then $D_c=(A\tau)^n$, so $A=D_c^{1/n}/\tau$, and (\ref{eq:main}) becomes
\begin{equation}
D=D_c\,\theta^n,\qquad \theta=\int_0^t\frac{dt'}{\tau(V(t'))}.
\label{eq:theta}
\end{equation}
The criterion is reached at $\theta=1$: the fractions of life used at each bias add, while for $n\ne1$ the damages do not. For a periodic stress that is on for a fraction $d$ of each cycle and has $A=0$ otherwise, $\theta=d\,t/\tau$ after whole cycles. If the cycles are short compared with $\tau$, the lifetime is close to $\tau/d$, provided nothing recovers in the off time.

\textbf{Q.} Does this adding of life fractions need a power law?

\textbf{A.} No. Suppose each constant-bias curve is $D=F(t/\tau(V))$, with one common function $F$, $F(0)=0$ and $F'>0$ for positive argument. Define $\theta$ by $D=F(\theta)$. At constant bias $dD/dt=F'(\theta)/\tau$, which is the rate at damage $F(\theta)$. Under varying bias the chain rule gives $dD/dt=F'(\theta)\,d\theta/dt$. Equating the two and dividing by $F'(\theta)$ leaves $d\theta/dt=1/\tau(V(t))$. A damage that saturates is thus allowed, if bias rescales its time axis and changes nothing else.

\section{Three stress steps and a ripple}

\textbf{Q.} Put numbers in.

\textbf{A.} Take rough, round parameters in the regime of a 0.18\,\textmu m n-channel silicon transistor with a 4\,nm gate oxide: $n=0.45$, $D_c=10\,\%$, and $\tau=10^4$\,s at $V_r=2.6$\,V drain voltage. For the bias dependence I use
\begin{equation}
A(V)=A(V_r)\exp\left[-B\left(\frac1V-\frac1{V_r}\right)\right],\quad B=60\,\mathrm{V}.
\end{equation}
This form follows if damage needs a carrier to gain an energy $W$ in a field $E$ without a collision. With mean free path $\lambda$, the distance $W/(eE)$ is covered with probability $\exp[-W/(eE\lambda)]$, and $E$ is taken proportional to $V$. The picture requires $W$ to be below about $eV$. Energies usually quoted for hot-carrier damage, 3 to 4\,eV, exceed the 2.4 to 2.8\,eV that the drain voltage supplies here, so carriers would need extra energy, for example from collisions with one another. In this example the formula is therefore only an assumed form for $A(V)$, to be checked against measurement. The stress is:
\begin{center}
\begin{tabular}{cccc}
$V$ (V) & time (s) & $A\,t$ & $t/\tau$\\
2.4 & 20000 & $1.752\times10^{-3}$ & 0.2923\\
2.6 & 3000 & $1.798\times10^{-3}$ & 0.3000\\
2.8 & 600 & $1.870\times10^{-3}$ & 0.3119
\end{tabular}
\end{center}
Before rounding, the exposures add to $5.421\times10^{-3}$, and
\begin{equation}
D=(5.421\times10^{-3})^{0.45}=0.0956=9.56\,\% .
\end{equation}
With rising bias the damage after the three steps is 5.75, 7.90 and 9.56\,\%. With falling bias it is 5.92, 8.02 and 9.56\,\%. The paths differ and the end points agree. The life used is $\theta=0.9042$, which leaves $(1-0.9042)\times10^4\,\mathrm{s}=958$\,s at 2.6\,V before the criterion.

\textbf{Q.} Would the elapsed-time equation (\ref{eq:clock}) give something noticeably different?

\textbf{A.} If phase $k$ ends at time $T_k$, with $T_0=0$, integration of (\ref{eq:clock}) gives
\begin{equation}
D=\sum_kA_k^n\left(T_k^n-T_{k-1}^n\right).
\end{equation}
For the same durations this is 6.99\,\% with rising bias and 12.95\,\% with falling bias. For $n<1$ the factor $t^{n-1}$ falls with time, so the hardest stress counts for less when it comes last. Running the sequence in both orders on matched devices is therefore an experiment that can reject (\ref{eq:clock}).

\textbf{Q.} What if the supply ripples around 2.6\,V?

\textbf{A.} Over many whole cycles, (\ref{eq:main}) replaces $A$ by its cycle average. For a sinusoid of amplitude 0.2\,V that average is 1.81 times $A(2.6\,\mathrm{V})$, and the time to 10\,\% falls from 10000\,s to $10000/1.8065\simeq5540$\,s. The same damage would come from a steady voltage $V_e$ with
\begin{equation}
\frac1{V_e}=\frac1{2.6\,\mathrm{V}}-\frac{\ln1.8065}{60\,\mathrm{V}},\qquad V_e=2.668\,\mathrm{V}.
\end{equation}
The average exceeds the value at the mean because $A$ is convex here:
\begin{equation}
\frac{d^2A}{dV^2}=A\left(\frac{B^2}{V^4}-\frac{2B}{V^3}\right)=\frac{AB\,(B-2V)}{V^4},
\end{equation}
which is positive for $V<B/2=30$\,V. Excursions upward add more damage rate than equal excursions downward remove.

The frequency drops out as long as $A$ follows the bias. At 1\,kHz the period is 1\,ms. Carriers cross the 180\,nm channel in about 1.8\,ps, and heat diffuses across a 10\,\textmu m wide device in about 1.25\,\textmu s. Local self-heating thus follows the ripple and is contained in the measured $A(V)$. Slower warming of the whole chip would not follow it.

\section{Where the state assumption breaks}

\textbf{Q.} Suppose two kinds of defect grow side by side. Every constant-bias curve could still look perfect.

\textbf{A.} That is a serious objection, because constant-bias data cannot expose it. Let mechanism $j$ contribute a share $s_j(V)$ of the damage at constant bias, with $\sum_js_j=1$. Its own law is
\begin{equation}
D_j=s_j(At)^n=\left(A\,s_j^{1/n}\,t\right)^n ,
\end{equation}
and the total is $(At)^n$, as observed. Now let each mechanism separately obey the state assumption. With $x_k=A_kt_k$ in phase $k$ and $s_{jk}$ the share at that bias,
\begin{equation}
D=\sum_j\left(\sum_kx_k\,s_{jk}^{1/n}\right)^n .
\label{eq:two}
\end{equation}
If the shares are the same at every bias, $s_{jk}=s_j$ comes out of the inner sum and (\ref{eq:main}) returns. If they change with bias and $n\ne1$, total damage and present bias no longer fix the rate. For $n=1$ the inner and outer sums can be exchanged, and (\ref{eq:main}) returns for any shares.

\textbf{Q.} Can the error at least be bounded?

\textbf{A.} For $n<1$ it can. Let $u_{jk}=x_k^ns_{jk}$, regarded as a vector over $k$ for each $j$. Since $u_{jk}^{1/n}=x_ks_{jk}^{1/n}$, each term of (\ref{eq:two}) is the norm $\left(\sum_ku_{jk}^{1/n}\right)^n$ of order $1/n>1$. Minkowski's inequality says that the norm of a sum does not exceed the sum of the norms. As $\sum_ju_{jk}=x_k^n$, the norm of the sum is $\left(\sum_kx_k\right)^n$, so this is a lower bound on $D$.

For the upper bound, take $y_k\ge0$ with sum $Y>0$. Each $y_k/Y$ lies between 0 and 1, so $(y_k/Y)^n\ge y_k/Y$. Summing over $k$ gives $\sum_k(y_k/Y)^n\ge1$, that is, $Y^n\le\sum_ky_k^n$. Applying this to each $j$ in (\ref{eq:two}) with $y_k=x_ks_{jk}^{1/n}$, and then using $\sum_js_{jk}=1$,
\begin{equation}
\left(\sum_kx_k\right)^n\le D\le\sum_kx_k^n .
\end{equation}
In the example the edges are 9.56 and 17.49\,\%. The upper edge is reached if each bias drives a mechanism of its own. With two mechanisms, the first having shares 0.2, 0.5 and 0.8 at 2.4, 2.6 and 2.8\,V, the damage is 10.85\,\%. The single-state law says that the device is still within its criterion, and this one is not. For $n<1$, the law is the optimistic edge within this class of models.

\textbf{Q.} And if $n$ is not quite common?

\textbf{A.} Then no common variable grows linearly. Keep each $\tau(V)$ fixed but let $D=D_c(t/\tau)^{n(V)}$. When the bias changes from $V_1$ to $V_2$, equal damage requires
\begin{equation}
\theta_2=\theta_1^{\,n(V_1)/n(V_2)} ,
\end{equation}
where $\theta_1$ and $\theta_2$ are the positions $t/\tau$ on the two curves. Below the criterion $\theta_1<1$, so a move to a larger exponent raises the life counted as used, and a move to a smaller one lowers it. With exponents 0.42, 0.45 and 0.48 at the three voltages, rising bias ends at 9.75\,\% and falling bias at 9.38\,\%. Order matters even though the state assumption still holds.

\section{Against a real transistor}

\textbf{Q.} Which of these worries matters for the device you named?

\textbf{A.} A 0.18\,\textmu m technology runs at roughly 1.8\,V, so 2.4 to 2.8\,V is accelerated stress, and nothing here has been extrapolated to the supply voltage. An exponent near one half is typical of hot-carrier data; $B$ and $\tau$ depend on channel length and drain doping and must be measured. Each shift below is taken alone, with the same three steps, against 9.56\,\%.

Of the three changes tried here (temperature, recovery and saturation), temperature moves the result most, but this ranking depends on the sizes assumed for them. It also leaves out the worries of the previous section: unequal exponents gave 9.38 to 9.75\,\%, while parallel mechanisms gave 10.85\,\% for the shares chosen and can reach 17.49\,\%, which is beyond the temperature shift below. If $A$ was measured at 300\,K and the device works at 398\,K, an assumed activation energy of $+0.1$ or $-0.1$\,eV multiplies $A$ by 2.59 or 0.386, and the damage becomes 14.7 or 6.2\,\%. Measuring $A$ at the temperature of use removes this error. Recovery of 5\,\% of the damage at each of the two bias changes gives 9.11\,\% with rising bias. Saturation at $D_{\max}=50\,\%$, with
\begin{equation}
D=D_{\max}\left[1-\left(1-\frac{D_c}{D_{\max}}\right)^{\theta^n}\right],
\end{equation}
gives 9.60\,\%. That shift is small because both curves pass through 10\,\% at $\theta=1$, and the stress ends close by.

With the gate at half the highest drain voltage, and all of its 1.4\,V placed across the oxide, the field is 3.5\,MV/cm. A rough estimate of direct tunnelling, with an assumed mass of 0.4 electron masses in the oxide, gives about 3\,\textmu C/cm$^2$ over the whole stress. The estimate is very sensitive to this mass: a value of 0.3 would raise it roughly two hundredfold. Charge to breakdown in such oxides is roughly a million \textmu C/cm$^2$ or more, so wear-out by this tunnelling current can be neglected at this gate voltage. That does not carry over to stress with the gate near the drain voltage: with 2.8\,V across the oxide for the whole stress, the same kind of estimate gives about $10^4$\,\textmu C/cm$^2$ for a mass of 0.4 and approaches a million for 0.3.

\textbf{Q.} So when would you let a designer add up life fractions?

\textbf{A.} When constant-bias curves, taken at the temperature of use and over the range of bias that the circuit applies, collapse onto one shape after time is divided by $\tau(V)$, when sequences that cover this range of bias end, in both orders, at the damage that (\ref{eq:theta}) predicts, when damage does not recover during pauses, and when the bias changes slowly enough for $A$ to follow it. The second condition needs the predicted value as well as equal end points: interchanging two phases in (\ref{eq:two}) leaves the sum unchanged, so hidden parallel mechanisms also pass a test of order. For $n<1$, if their shares differ between the biases in the sequence, they show up as damage above the prediction, though the excess can be too small to measure when the shares differ little. The first condition is hard to meet near the supply voltage, where a full curve may take years. If only its early part is measured, the common shape is tested only there, and $\tau$ at that bias is an extrapolation. The condition on speed can fail in fast circuits. The time of about 1.25\,\textmu s estimated above is for heat to cross the width of the device; heat leaves the much shorter channel region sooner. Under a bias that switches at many megahertz, local self-heating therefore follows only in part. If self-heating matters, $A$ measured at constant bias then belongs to the wrong temperature and must be corrected before life fractions are added.

\section*{Table of computed values}
\begin{verbatim}
exponent n = 0.45
damage criterion = 10.0 %
time to criterion at 2.6 V = 10000 s
acceleration constant B = 60 V
2.4 V for 20000 s: A = 8.7619e-08 1/s, A t = 1.7524e-03
  tau = 68420 s, t/tau = 0.2923, alone D = 5.750 %
2.6 V for 3000 s: A = 5.9948e-07 1/s, A t = 1.7985e-03
  tau = 10000 s, t/tau = 0.3000, alone D = 5.817 %
2.8 V for 600 s: A = 3.1164e-06 1/s, A t = 1.8698e-03
  tau = 1924 s, t/tau = 0.3119, alone D = 5.920 %
sum of A t = 5.4206e-03
sum of t/tau = 0.9042
damage from the integral law = 9.557 %
after each phase, rising bias = 5.750, 7.900, 9.557 %
after each phase, falling bias = 5.920, 8.017, 9.557 %
time left to criterion at 2.6 V = 958 s
ramp 2.2 to 2.8 V in 5000 s: curve hopping 7.4414 %, law 7.4414 %
ripple amplitude = 0.2 V, frequency = 1000 Hz
ripple: mean A / A at mean bias = 1.8065
ripple: time to criterion = 5536 s
ripple: equivalent steady bias = 2.6684 V
elapsed-time rule, rising bias = 6.992 %
elapsed-time rule, falling bias = 12.951 %
first-mechanism shares at 2.4, 2.6, 2.8 V = 0.2, 0.5, 0.8
two mechanisms: damage = 10.846 %
upper edge for any shares = 17.486 %
varied exponents at 2.4, 2.6, 2.8 V = 0.42, 0.45, 0.48
varied exponents, rising bias = 9.747 %
varied exponents, falling bias = 9.382 %
recovery of 5 % at each of two changes: damage = 9.107 %
saturation at 50 %: damage = 9.603 %
temperature: test 300 K, use 398 K, activation energy +/-0.1 eV
temperature: factor on A = 2.592 or 0.386
temperature: damage = 14.67 % or 6.23 %
channel length = 180 nm, carrier speed = 1e+07 cm/s
carrier transit time = 1.80 ps
width = 10 um, heat diffusivity = 0.8 cm2/s
heat diffusion time = 1.25 us
heat diffusion time / ripple period = 1.25e-03
oxide = 4.0 nm, barrier = 3.1 eV, mass = 0.4 m_e
oxide voltage = 1.40 V, field = 3.50 MV/cm
tunnelling probability = 4.20e-18
attempt rate = 2.42e+13 1/s
tunnelled charge over whole stress = 2.89e+00 uC/cm2
\end{verbatim}
